# A failing check and its repair

Subject: Voigt and Reuss shear moduli of copper, with film stress.

```python
"""Voigt and Reuss shear moduli of a randomly oriented copper polycrystal.

Result under test, for cubic stiffnesses C11, C12, C44 (GPa):
    G_V = (C11 - C12 + 3 C44) / 5                          (equal strain)
    G_R = 5 (C11 - C12) C44 / (4 C44 + 3 (C11 - C12))      (equal stress)
and G_R <= G <= G_V for a statistically isotropic polycrystal.
K is the bulk modulus, c' = (C11 - C12)/2 the second cubic shear modulus,
M the biaxial modulus of a film (equal in-plane strains, free surface).
Six-vectors are ordered 11, 22, 33, 23, 13, 12 with sqrt(2) on the shears,
so that a rotation of the axes is an orthogonal 6x6 matrix.
"""
import numpy as np
from scipy.spatial.transform import Rotation

FIRST = np.array([0, 1, 2, 1, 0, 0])
SECOND = np.array([0, 1, 2, 2, 2, 1])
SCALE = np.array([1, 1, 1, np.sqrt(2), np.sqrt(2), np.sqrt(2)])
IN_PLANE = np.array([0, 1, 5])
NORMAL = np.array([2, 3, 4])


def engineering_matrix(c11, c12, c44):
    matrix = np.diag([c11, c11, c11, c44, c44, c44]).astype(float)
    for i in range(3):
        for j in range(3):
            if i != j:
                matrix[i, j] = c12
    return matrix


def full_tensor(matrix):
    tensor = np.zeros((3, 3, 3, 3))
    for p in range(6):
        for q in range(6):
            i, j, k, l = FIRST[p], SECOND[p], FIRST[q], SECOND[q]
            for a, b in ((i, j), (j, i)):
                for c, d in ((k, l), (l, k)):
                    tensor[a, b, c, d] = matrix[p, q]
    return tensor


def six_by_six(tensor):
    block = tensor[..., FIRST[:, None], SECOND[:, None],
                   FIRST[None, :], SECOND[None, :]]
    return block * np.outer(SCALE, SCALE)


def rotated_stiffness(constants, rotations):
    tensor = full_tensor(engineering_matrix(*constants))
    turned = np.einsum('nai,nbj,nck,ndl,ijkl->nabcd', rotations, rotations,
                       rotations, rotations, tensor, optimize=True)
    return six_by_six(turned)


def orientation_grid(n_azimuth, n_polar):
    """Rotations and weights for a uniform average over all orientations."""
    cosines, gauss = np.polynomial.legendre.leggauss(n_polar)
    turn = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
    a, b, c = np.meshgrid(turn, np.arccos(cosines), turn, indexing='ij')
    angles = np.column_stack([a.ravel(), b.ravel(), c.ravel()])
    weights = np.broadcast_to(gauss[None, :, None], a.shape).ravel()
    return (Rotation.from_euler('ZYZ', angles).as_matrix(),
            weights / weights.sum())


def average(weights, values):
    return np.tensordot(weights, values, axes=(0, 0))


def isotropic_stiffness(bulk, shear):
    volume = np.zeros((6, 6))
    volume[:3, :3] = 1 / 3
    return 3 * bulk * volume + 2 * shear * (np.eye(6) - volume)


def blocks(stiffness):
    pp = stiffness[..., IN_PLANE[:, None], IN_PLANE[None, :]]
    pn = stiffness[..., IN_PLANE[:, None], NORMAL[None, :]]
    nn = stiffness[..., NORMAL[:, None], NORMAL[None, :]]
    return pp, pn, nn


def numerical_biaxial(stiffness):
    """Mean in-plane stress per unit equal in-plane strain, free surface."""
    pp, pn, nn = blocks(stiffness)
    film = pp - pn @ np.linalg.inv(nn) @ np.swapaxes(pn, -1, -2)
    return (film[..., 0, 0] + film[..., 1, 1] + 2 * film[..., 0, 1]) / 2


def voigt_shear(c11, c12, c44):
    return (c11 - c12 + 3 * c44) / 5


def reuss_shear(c11, c12, c44):
    return 5 * (c11 - c12) * c44 / (4 * c44 + 3 * (c11 - c12))


def biaxial_formula(bulk, shear):
    return 18 * bulk * shear / (3 * bulk + 4 * shear)


rotations, weights = orientation_grid(16, 12)
copper = (168.4, 121.4, 75.4)
invented = (200.0, 60.0, 40.0)      # C44 below c', the opposite anisotropy

# Orientation averages of the full tensors against the closed formulas.
for constants in (invented, copper):
    c11, c12, c44 = constants
    bulk = (c11 + 2 * c12) / 3
    soft = (c11 - c12) / 2
    crystal = six_by_six(full_tensor(engineering_matrix(*constants)))
    expected = np.sort([3 * bulk] + 2 * [2 * soft] + 3 * [2 * c44])
    assert np.allclose(np.linalg.eigvalsh(crystal), expected, atol=1e-9)
    grains = rotated_stiffness(constants, rotations)
    mean_stiffness = average(weights, grains)
    mean_compliance = average(weights, np.linalg.inv(grains))
    equal_stress = np.linalg.inv(mean_compliance)
    g_v, g_r = voigt_shear(*constants), reuss_shear(*constants)
    assert np.allclose(mean_stiffness, isotropic_stiffness(bulk, g_v),
                       atol=1e-8)
    assert np.allclose(equal_stress, isotropic_stiffness(bulk, g_r),
                       atol=1e-8)
    measured_gap = (mean_stiffness[3, 3] - equal_stress[3, 3]) / 2
    gap = 6 / 25 * (c44 - soft)**2 / (0.4 * c44 + 0.6 * soft)
    assert abs(measured_gap - gap) < 1e-8

    # Exact solution of a stack of flat layers, one for each orientation.
    pp, pn, nn = blocks(grains)
    inv_nn = np.linalg.inv(nn)
    mixed = pn @ inv_nn
    relaxed = pp - mixed @ np.swapaxes(pn, 1, 2)
    mean_inv, mean_mixed = average(weights, inv_nn), average(weights, mixed)
    stack_nn = np.linalg.inv(mean_inv)
    stack_pn = mean_mixed @ stack_nn
    stack = np.zeros((6, 6))
    stack[np.ix_(IN_PLANE, IN_PLANE)] = (average(weights, relaxed)
                                         + stack_pn @ mean_mixed.T)
    stack[np.ix_(IN_PLANE, NORMAL)] = stack_pn
    stack[np.ix_(NORMAL, IN_PLANE)] = stack_pn.T
    stack[np.ix_(NORMAL, NORMAL)] = stack_nn

    # The layer fields must obey equilibrium and have the right averages.
    strain = np.array([0.3, -0.7, 0.5, 0.2, -0.4, 0.6])
    stress = stack @ strain
    layer_strain = np.tile(strain, (len(weights), 1))
    layer_strain[:, NORMAL] = (inv_nn @ stress[NORMAL]
                               - np.swapaxes(mixed, 1, 2) @ strain[IN_PLANE])
    layer_stress = np.einsum('nij,nj->ni', grains, layer_strain)
    assert np.allclose(layer_stress[:, NORMAL], stress[NORMAL], atol=1e-8)
    assert np.allclose(weights @ layer_strain, strain, atol=1e-10)
    assert np.allclose(weights @ layer_stress, stress, atol=1e-8)

    # Energy bounds for every strain: both differences are non-negative.
    assert np.linalg.eigvalsh(mean_stiffness - stack).min() > -1e-8
    assert np.linalg.eigvalsh(stack - equal_stress).min() > -1e-8

# From here on all quantities belong to copper, the last crystal treated.
compliance = np.linalg.inv(engineering_matrix(*copper))
s_difference = compliance[0, 0] - compliance[0, 1]
s44 = compliance[3, 3]
assert abs(5 / (4 * s_difference + 3 * s44) - equal_stress[3, 3] / 2) < 1e-8
assert abs(g_v - 54.6) < 0.05 and abs(g_r - 40.0) < 0.05
stack_in_plane, stack_out = stack[5, 5] / 2, stack[4, 4] / 2
assert g_r < stack_out < g_v and g_r < stack_in_plane < g_v

# Biaxial moduli of films: formulas against elimination of free components.
m_v, m_r = biaxial_formula(bulk, g_v), biaxial_formula(bulk, g_r)
assert abs(m_v - numerical_biaxial(mean_stiffness)) < 1e-8
assert abs(m_r - numerical_biaxial(equal_stress)) < 1e-8
shears = np.linspace(1, 200, 400)
assert np.all(np.diff(biaxial_formula(bulk, shears)) > 0)
m_100 = c11 + c12 - 2 * c12**2 / c11
m_111 = 6 * c44 * (c11 + 2 * c12) / (c11 + 2 * c12 + 4 * c44)
axes_111 = np.array([[1, -1, 0], [1, 1, -2], [1, 1, 1]], dtype=float)
axes_111 /= np.linalg.norm(axes_111, axis=1)[:, None]
textures = rotated_stiffness(copper, np.array([np.eye(3), axes_111]))
assert np.allclose(numerical_biaxial(textures), [m_100, m_111], atol=1e-8)
assert m_100 < m_r < m_v < m_111

# Film one grain thick: every grain has its own free top and bottom face.
m_single = weights @ numerical_biaxial(grains)
fine_rotations, fine_weights = orientation_grid(24, 20)
m_single_fine = fine_weights @ numerical_biaxial(
    rotated_stiffness(copper, fine_rotations))
assert abs(m_single - m_single_fine) < 0.02
assert m_r < m_single_fine < m_v

# Interconnect film on silicon; rough typical values.
mismatch_per_kelvin = 14e-6
cooling = 60.0
flow_stress = 300.0                 # MPa
softening_per_kelvin = 4e-4
film_strain = mismatch_per_kelvin * cooling


def film_stress(modulus):
    return 1000 * modulus * film_strain


assert film_stress(m_111) < flow_stress
warm = tuple(value * (1 - softening_per_kelvin * cooling) for value in copper)

print(f"C11, C12, C44: {c11:.1f}, {c12:.1f}, {c44:.1f} GPa")
print(f"C11 - C12: {c11 - c12:.1f} GPa")
print(f"bulk modulus K: {bulk:.2f} GPa")
print(f"c' = (C11 - C12)/2: {soft:.2f} GPa")
print(f"anisotropy ratio C44/c': {c44 / soft:.2f}")
print(f"Voigt terms (2/5)c', (3/5)C44: {0.4*soft:.2f}, {0.6*c44:.2f} GPa")
print(f"Voigt shear modulus G_V: {g_v:.2f} GPa")
print(f"S11 - S12: {1000 * s_difference:.3f} 1/TPa")
print(f"S44: {1000 * s44:.3f} 1/TPa")
print(f"Reuss term (2/5)/c': {400 / soft:.3f} 1/TPa")
print(f"Reuss term (3/5)/C44: {600 / c44:.3f} 1/TPa")
print(f"sum 1/G_R: {1000 / g_r:.3f} 1/TPa")
print(f"Reuss shear modulus G_R: {g_r:.2f} GPa")
print(f"G_V from orientation average: {mean_stiffness[3, 3] / 2:.2f} GPa")
print(f"G_R from orientation average: {equal_stress[3, 3] / 2:.2f} GPa")
print(f"gap G_V - G_R: {gap:.2f} GPa")
print(f"midpoint of G_V and G_R: {(g_v + g_r) / 2:.2f} GPa")
print(f"gap relative to midpoint: {200 * gap / (g_v + g_r):.1f} %")
print(f"layer stack, shear in the layer plane: {stack_in_plane:.2f} GPa")
print(f"layer stack, shear across the layers: {stack_out:.2f} GPa")
print(f"biaxial modulus, Voigt: {m_v:.1f} GPa")
print(f"biaxial modulus, Reuss: {m_r:.1f} GPa")
print(f"biaxial modulus, (100) texture: {m_100:.1f} GPa")
print(f"biaxial modulus, (111) texture: {m_111:.1f} GPa")
print(f"biaxial modulus, random, one grain thick: {m_single_fine:.1f} GPa")
print(f"expansion mismatch (rough): {1e6*mismatch_per_kelvin:.0f} ppm/K")
print(f"cooling from stress-free state: {cooling:.0f} K")
print(f"film strain: {100 * film_strain:.3f} %")
print(f"film stress, Voigt: {film_stress(m_v):.0f} MPa")
print(f"film stress, Reuss: {film_stress(m_r):.0f} MPa")
print(f"film stress, (100) texture: {film_stress(m_100):.0f} MPa")
print(f"film stress, (111) texture: {film_stress(m_111):.0f} MPa")
print(f"film stress, one grain thick: {film_stress(m_single_fine):.0f} MPa")
print(f"flow stress (rough): {flow_stress:.0f} MPa")
print(f"(111) stress / flow stress: {film_stress(m_111)/flow_stress:.2f}")
print(f"softening (rough): {100 * softening_per_kelvin:.2f} % per K")
print(f"softening over the cooling range: "
      f"{100 * softening_per_kelvin * cooling:.1f} %")
print(f"G_V at the warm end: {voigt_shear(*warm):.1f} GPa")
print(f"G_R at the warm end: {reuss_shear(*warm):.1f} GPa")
print("every check passed")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 185, in <module>
    assert abs(m_single - m_single_fine) < 0.02
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Likely cause: The failed check compared the biaxial modulus of a film one grain thick on two orientation grids. That modulus is a ratio, not a polynomial, in the direction cosines, so the grids that average stiffness and compliance exactly are too coarse for it: with the fourfold crystal symmetry, 16 azimuths give only four points per period. The average now runs over film normals alone, on much finer grids, after a new check that turning a grain about the film normal leaves this modulus unchanged. The tolerance between the two grids is tightened from 0.02 to 0.001 GPa, no other test changes, and the error of the old coarse grid is printed.

Repair:

```diff
@@ -53,9 +53,14 @@
 
 
-def orientation_grid(n_azimuth, n_polar):
-    """Rotations and weights for a uniform average over all orientations."""
+def orientation_grid(n_spin, n_polar, n_azimuth):
+    """Rotations and weights for a uniform average over orientations.
+
+    n_spin counts the turns about the film normal; n_polar and n_azimuth
+    set the direction of the film normal in the crystal.
+    """
     cosines, gauss = np.polynomial.legendre.leggauss(n_polar)
-    turn = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
-    a, b, c = np.meshgrid(turn, np.arccos(cosines), turn, indexing='ij')
+    spin = 2 * np.pi * np.arange(n_spin) / n_spin
+    azimuth = 2 * np.pi * np.arange(n_azimuth) / n_azimuth
+    a, b, c = np.meshgrid(spin, np.arccos(cosines), azimuth, indexing='ij')
     angles = np.column_stack([a.ravel(), b.ravel(), c.ravel()])
     weights = np.broadcast_to(gauss[None, :, None], a.shape).ravel()
@@ -100,5 +105,6 @@
 
 
-rotations, weights = orientation_grid(16, 12)
+GRID = (16, 12, 16)
+rotations, weights = orientation_grid(*GRID)
 copper = (168.4, 121.4, 75.4)
 invented = (200.0, 60.0, 40.0)      # C44 below c', the opposite anisotropy
@@ -179,10 +185,20 @@
 
 # Film one grain thick: every grain has its own free top and bottom face.
-m_single = weights @ numerical_biaxial(grains)
-fine_rotations, fine_weights = orientation_grid(24, 20)
-m_single_fine = fine_weights @ numerical_biaxial(
-    rotated_stiffness(copper, fine_rotations))
-assert abs(m_single - m_single_fine) < 0.02
-assert m_r < m_single_fine < m_v
+# Its modulus depends on the film normal only, and not as a polynomial, so
+# the average needs a fine grid of normals but no turns about the normal.
+grain_moduli = numerical_biaxial(grains)
+assert np.ptp(grain_moduli.reshape(GRID), axis=0).max() < 1e-8
+
+
+def single_layer_modulus(n_polar, n_azimuth):
+    normals, normal_weights = orientation_grid(1, n_polar, n_azimuth)
+    return normal_weights @ numerical_biaxial(
+        rotated_stiffness(copper, normals))
+
+
+m_single = single_layer_modulus(60, 96)
+assert abs(m_single - single_layer_modulus(40, 64)) < 1e-3
+coarse_error = weights @ grain_moduli - m_single
+assert m_r < m_single < m_v
 
 # Interconnect film on silicon; rough typical values.
@@ -225,5 +241,6 @@
 print(f"biaxial modulus, (100) texture: {m_100:.1f} GPa")
 print(f"biaxial modulus, (111) texture: {m_111:.1f} GPa")
-print(f"biaxial modulus, random, one grain thick: {m_single_fine:.1f} GPa")
+print(f"biaxial modulus, random, one grain thick: {m_single:.1f} GPa")
+print(f"its error on the coarse grid: {coarse_error:.3f} GPa")
 print(f"expansion mismatch (rough): {1e6*mismatch_per_kelvin:.0f} ppm/K")
 print(f"cooling from stress-free state: {cooling:.0f} K")
@@ -233,5 +250,5 @@
 print(f"film stress, (100) texture: {film_stress(m_100):.0f} MPa")
 print(f"film stress, (111) texture: {film_stress(m_111):.0f} MPa")
-print(f"film stress, one grain thick: {film_stress(m_single_fine):.0f} MPa")
+print(f"film stress, one grain thick: {film_stress(m_single):.0f} MPa")
 print(f"flow stress (rough): {flow_stress:.0f} MPa")
 print(f"(111) stress / flow stress: {film_stress(m_111)/flow_stress:.2f}")
```

After the repair:

```
C11, C12, C44: 168.4, 121.4, 75.4 GPa
C11 - C12: 47.0 GPa
bulk modulus K: 137.07 GPa
c' = (C11 - C12)/2: 23.50 GPa
anisotropy ratio C44/c': 3.21
Voigt terms (2/5)c', (3/5)C44: 9.40, 45.24 GPa
Voigt shear modulus G_V: 54.64 GPa
S11 - S12: 21.277 1/TPa
S44: 13.263 1/TPa
Reuss term (2/5)/c': 17.021 1/TPa
Reuss term (3/5)/C44: 7.958 1/TPa
sum 1/G_R: 24.979 1/TPa
Reuss shear modulus G_R: 40.03 GPa
G_V from orientation average: 54.64 GPa
G_R from orientation average: 40.03 GPa
gap G_V - G_R: 14.61 GPa
midpoint of G_V and G_R: 47.34 GPa
gap relative to midpoint: 30.9 %
layer stack, shear in the layer plane: 49.87 GPa
layer stack, shear across the layers: 47.12 GPa
biaxial modulus, Voigt: 214.1 GPa
biaxial modulus, Reuss: 172.9 GPa
biaxial modulus, (100) texture: 114.8 GPa
biaxial modulus, (111) texture: 261.0 GPa
biaxial modulus, random, one grain thick: 191.7 GPa
its error on the coarse grid: 0.150 GPa
expansion mismatch (rough): 14 ppm/K
cooling from stress-free state: 60 K
film strain: 0.084 %
film stress, Voigt: 180 MPa
film stress, Reuss: 145 MPa
film stress, (100) texture: 96 MPa
film stress, (111) texture: 219 MPa
film stress, one grain thick: 161 MPa
flow stress (rough): 300 MPa
(111) stress / flow stress: 0.73
softening (rough): 0.04 % per K
softening over the cooling range: 2.4 %
G_V at the warm end: 53.3 GPa
G_R at the warm end: 39.1 GPa
every check passed
```
